\section*{Onset of remote-phonon emission in one parabolic subband}

\section{Problem}

Electrons in a transistor channel occupy one subband with the isotropic in-plane dispersion $E=\hbar^2k^2/2m$. A polar oxide lies at a distance $d$ from the electron sheet. The electric field of its interface phonon reaches the electrons, so they can absorb or emit a quantum $\hbar\omega$. The phonon has no dispersion and is in equilibrium at temperature $T$. The interaction is
\begin{equation}
H_{\rm int}=\sum_{\mathbf q}M(q)\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),\qquad |M(q)|^2=\frac{C(q)}{A},
\end{equation}
where $A$ is the sheet area and $C(q)$ is continuous for $q>0$. Final states are taken as empty, and spin and valley are conserved.

An electron with $E<\hbar\omega$ cannot emit. How does the total emission rate $W_{\rm em}(E)$ begin as $E$ passes $\hbar\omega$? Express its value just above threshold in terms of $W_{\rm abs}(0)$, the absorption rate of an electron at rest, and evaluate the ratio for $\hbar\omega=20$ meV at 300 K.

\section{A tempting solution}

After emission the electron has the wave number
\begin{equation}
k'=\frac{\sqrt{2m(E-\hbar\omega)}}{\hbar}.
\end{equation}
The allowed final states lie on a circle of circumference $2\pi k'$. At threshold this circle shrinks to a point. The matrix element stays finite, so the rate should follow the circumference:
\begin{equation}
W_{\rm em}\propto k'\propto\sqrt{E-\hbar\omega}\qquad\text{(wrong)}.
\end{equation}
Emission would then start continuously from zero, and the requested ratio would be zero.

\section{Where it fails}

The golden rule counts states per unit energy, not points on a curve. An energy interval $dE'$ corresponds to a ring of circumference $2\pi k'$ and of width $dk'$. From $E'=\hbar^2k'^2/2m$,
\begin{equation}
dE'=\frac{\hbar^2k'}{m}\,dk'\quad\Rightarrow\quad dk'=\frac{m}{\hbar^2k'}\,dE'.
\end{equation}
The ring widens as its circumference shrinks, and its area is
\begin{equation}
2\pi k'\,dk'=\frac{2\pi m}{\hbar^2}\,dE',
\label{ring}
\end{equation}
which does not depend on $k'$. The tempting solution kept the circumference and dropped the width.

In $D$ dimensions the same count gives $k'^{D-1}dk'/dE'\propto k'^{D-2}$. The square-root onset therefore belongs to three dimensions with a regular matrix element. In two dimensions the density of states is a step.

\section{Correct solution}

\subsection*{Phonon factors}

Let $x=\hbar\omega/kT$, where $k$ next to $T$ is Boltzmann's constant. An oscillator with $n$ quanta has squared matrix elements $n$ for absorption and $n+1$ for emission. With probabilities proportional to $e^{-nx}$, the mean of $n$ is
\begin{equation}
N=-\frac{d}{dx}\ln\sum_{n=0}^{\infty}e^{-nx}
=\frac{d}{dx}\ln(1-e^{-x})=\frac{1}{e^x-1}.
\end{equation}
Hence
\begin{equation}
N+1=\frac{e^x}{e^x-1},\qquad \frac{N+1}{N}=e^x.
\label{bose}
\end{equation}

\subsection*{The two rates}

For absorption the golden rule reads
\begin{equation}
W_{\rm abs}(E)=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\frac{C(q)}{A}\,N\,\delta(E'-E-\hbar\omega),
\quad q=|\mathbf k'-\mathbf k|.
\end{equation}
Replace the sum by $A/(4\pi^2)\int k'\,dk'\,d\theta$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$, and use $k'dk'=(m/\hbar^2)dE'$. The area cancels and the delta function fixes $k'$:
\begin{equation}
W_{\rm abs}(E)=\frac{mN}{2\pi\hbar^3}\int_0^{2\pi}C(q)\,d\theta,
\quad q^2=k^2+k'^2-2kk'\cos\theta.
\label{abs}
\end{equation}
For emission, $N$ becomes $N+1$ and $E'=E-\hbar\omega$. Since $E'$ cannot be negative, a unit step $\Theta$ appears:
\begin{equation}
W_{\rm em}(E)=\frac{m(N+1)}{2\pi\hbar^3}\,\Theta(E-\hbar\omega)\int_0^{2\pi}C(q)\,d\theta.
\label{em}
\end{equation}

Define $k_0=\sqrt{2m\hbar\omega}/\hbar$. An electron at rest that absorbs a phonon ends at $k'=k_0$, so $q=k_0$ for every angle and
\begin{equation}
W_{\rm abs}(0)=\frac{m\,C(k_0)}{\hbar^3}\,N.
\end{equation}
Just above the emission threshold, $k\to k_0$ and $k'\to0$. The transfer $q$ lies between $k-k'$ and $k+k'$, and both ends tend to $k_0$. By continuity of $C$ the angular integral tends to $2\pi C(k_0)$, so
\begin{equation}
W_{\rm em}(\hbar\omega^+)=\frac{m\,C(k_0)}{\hbar^3}\,(N+1).
\end{equation}
Dividing and using (\ref{bose}),
\begin{equation}
\boxed{W_{\rm em}(\hbar\omega^+)=e^{\hbar\omega/kT}\,W_{\rm abs}(0).}
\label{result}
\end{equation}
At 300 K, $kT=25.852$ meV, so $x=20/25.852=0.7736$ and the ratio is $e^{0.7736}=2.17$, or about 2.2. The rate jumps from zero to this height. The coupling strength and the distance $d$ cancel because both processes transfer the same $q$.

\subsection*{Detailed balance at other energies}

Emission from $E+\hbar\omega$ to $E$ and absorption from $E$ to $E+\hbar\omega$ involve the same two wave numbers, with their roles exchanged. The expression for $q^2$ is symmetric under this exchange, so the angular integrals are equal and
\begin{equation}
W_{\rm em}(E+\hbar\omega)=e^{\hbar\omega/kT}W_{\rm abs}(E),
\label{pair}
\end{equation}
with the threshold result as the limit $E\to0$. In a nondegenerate gas the population per unit energy is proportional to $e^{-E/kT}$. Multiplying (\ref{pair}) by $e^{-(E+\hbar\omega)/kT}$ shows that the upward and downward flows between the two energies balance. The fraction of electrons able to emit is
\begin{equation}
\frac{\int_{\hbar\omega}^{\infty}e^{-E/kT}dE}{\int_0^\infty e^{-E/kT}dE}=e^{-\hbar\omega/kT}=\frac1{2.1676}=0.46.
\end{equation}

\section{A worked gate stack}

The ratio needs no coupling constant, but the absolute rates do. The following round values are rough ones for a silicon channel under hafnium oxide with a thick silicon-dioxide interlayer: $m=0.19\,m_0$, interlayer 3 nm, electron depth in silicon 1.5 nm, hence $d=4.5$ nm. The silicon permittivity is $\epsilon_s=11.7$. That of the polar oxide is $\epsilon_h=6.5$ above the phonon frequency and $\epsilon_l=22$ below it.

\subsection*{Coupling}

Hold the electron at a fixed position and absorb the phase $e^{i\mathbf q\cdot\mathbf r}$ into $a_{\mathbf q}$. Completing the square for one mode, with $M$ real,
\begin{equation}
\hbar\omega a^\dagger a+M(a+a^\dagger)=\hbar\omega\left(a^\dagger+\frac{M}{\hbar\omega}\right)\left(a+\frac{M}{\hbar\omega}\right)-\frac{M^2}{\hbar\omega}.
\end{equation}
Each mode lowers the energy by $C/(A\hbar\omega)$. Electrostatics gives the same lowering as the change of the self-energy $v(q)/(2A)$ when the oxide permittivity goes from $\epsilon_h$ (mode frozen) to $\epsilon_l$ (mode responding). Therefore
\begin{equation}
C(q)=\frac{\hbar\omega}{2}\,[v_h(q)-v_l(q)].
\end{equation}

To find $v$, treat everything on the channel side as having permittivity $\epsilon_s$. Let the oxide of permittivity $\epsilon$ fill $z<0$ and the charge sit at $z=d$. In units of the source amplitude, the potential is $e^{-q|z-d|}+r\,e^{-q(z+d)}$ for $z>0$ and $t\,e^{q(z-d)}$ for $z<0$. Continuity of potential and of normal displacement at $z=0$ requires
\begin{equation}
1+r=t,\qquad \epsilon_s(1-r)=\epsilon t
\quad\Rightarrow\quad r=\frac{\epsilon_s-\epsilon}{\epsilon_s+\epsilon}=\frac{2\epsilon_s}{\epsilon_s+\epsilon}-1.
\end{equation}
At the charge, $v=(e^2/2\epsilon_0\epsilon_sq)(1+r\,e^{-2qd})$. The terms without $\epsilon$ cancel in the difference:
\begin{equation}
C(q)=\frac{e^2\hbar\omega}{2\epsilon_0q}\left[\frac1{\epsilon_s+\epsilon_h}-\frac1{\epsilon_s+\epsilon_l}\right]e^{-2qd}.
\label{C}
\end{equation}

\subsection*{Numbers}

Here $k_0=0.3158$ nm$^{-1}$, and (\ref{C}) gives $C(k_0)=844$ meV$^2$\,nm$^2$. Since $m/\hbar^2=k_0^2/(2\hbar\omega)$,
\begin{align}
\hbar W_{\rm abs}(0)&=\frac{C(k_0)k_0^2}{2\hbar\omega}N
=\frac{844\times0.3158^2}{40}\times0.8564\ \text{meV}=1.80\ \text{meV},\\
\hbar W_{\rm em}(\hbar\omega^+)&=\frac{844\times0.3158^2}{40}\times1.8564\ \text{meV}=3.91\ \text{meV}.
\end{align}
Division by $\hbar=0.6582$ meV\,ps gives 2.74 ps$^{-1}$ and 5.94 ps$^{-1}$.

The golden rule was also summed directly over a grid of final states, with the delta function replaced by a Gaussian of standard deviation 0.1 meV. Emission sums at 0.5, 1 and 1.5 meV above threshold, extrapolated quadratically to zero excess, gave 5.937 ps$^{-1}$. The absorption sum at $E=0$ gave 2.739 ps$^{-1}$, so the ratio is 2.168. For the pair 30 and 10 meV the sums gave the ratio 2.168 as well, as (\ref{pair}) requires.

\subsection*{Just above the step}

Let $\eta=(E-\hbar\omega)/\hbar\omega$, so that $k^2=k_0^2(1+\eta)$ and $k'^2=k_0^2\eta$. To first order in $\eta$, the average of $C$ over the small circle of radius $k'$ is $C(k)+\tfrac14k'^2\nabla^2C$. With $a=2k_0d=2.84$, differentiation of (\ref{C}) gives
\begin{equation}
C(k)\simeq C(k_0)\left[1-\tfrac12(a+1)\eta\right],\qquad
k_0^2\nabla^2C\big|_{k_0}=(a^2+a+1)\,C(k_0).
\end{equation}
Therefore
\begin{equation}
\frac{W_{\rm em}(E)}{W_{\rm em}(\hbar\omega^+)}\simeq1+\left[\frac{a^2+a+1}{4}-\frac{a+1}{2}\right]\eta=1+1.06\,\eta.
\end{equation}
One meV above threshold, $\eta=0.05$ and the predicted rise is 5\%. The direct sum gives 6.237 ps$^{-1}$, also 5\% above the step height. The rate is linear in the excess energy on top of a finite step, with no square root.

\section{A second trap: which absorption rate?}

The factor 2.17 compares electrons of different energies. An electron at $E=\hbar\omega$ can also absorb, and this rate is 4.22 ps$^{-1}$. At this common energy the ratio of emission to absorption is $5.936/4.219=1.41$.

The phonon factors are unchanged, but the transfers differ. Absorption from $k_0$ leads to $k'=\sqrt2\,k_0$, so $q$ runs from $0.414k_0$ to $2.414k_0$. At the lower end, (\ref{C}) gives
\begin{equation}
\frac{C(0.414k_0)}{C(k_0)}=\frac{e^{0.586\times2.84}}{0.414}\approx13.
\end{equation}
Forward scattering therefore raises the angular average of $C$ to $4.219/2.738=1.54$ times $C(k_0)$, and $2.17/1.54=1.41$. For a constant $C$ the two ratios would agree.

\section{Conditions and the real device}

\paragraph{Occupied final states.} With Fermi occupation $f$, emission at threshold carries $1-f(0)$ and absorption at rest carries $1-f(\hbar\omega)$. Since $f/(1-f)=e^{-(E-\mu)/kT}$,
\begin{equation}
e^x\,\frac{1-f(0)}{1-f(\hbar\omega)}=\frac{f(0)}{f(\hbar\omega)}.
\end{equation}
For $10^{12}$ cm$^{-2}$ electrons, all in the lowest subband of two equivalent valleys, $f(0)=0.216$ and $f(\hbar\omega)=0.113$, and the ratio falls to 1.92. At 300 K roughly a fifth to a quarter of them would occupy higher subbands in the triangular well described below. This lowers both fillings and brings the ratio back to about 1.97. In a self-consistent well with the same surface field the share is about a third and the ratio about 1.99. In the strongly degenerate limit both occupations approach one, and so does the ratio.

\paragraph{Band shape and subbands.} For $E(1+\alpha E)=\hbar^2k^2/2m$ the density of final states is multiplied by $1+2\alpha E'$. This factor is 1 for emission to $E'=0$ and $1+2\alpha\hbar\omega$ for absorption to $E'=\hbar\omega$. With a rough $\alpha=0.5$ eV$^{-1}$ the ratio becomes $2.168/1.02=2.13$. In a triangular well with a field of 0.5 MV/cm, the nearest higher subband, that of the other four valleys, lies 76 meV up, and the next one in the same valleys 82 meV up, so a 20 meV phonon cannot lift an electron at rest into either. At $10^{12}$ cm$^{-2}$ the electrons themselves supply only about 0.15 MV/cm; the rest is assumed to come from depletion charge in a doped channel. The electrons' own field dies out across the layer, so the well is not strictly triangular: a self-consistent (Hartree) well with the same surface field lowers the two spacings to about 65 and 69 meV, still far above the phonon energy.

\paragraph{Screening and layer structure.} A factor that depends on $q$ and $|\omega|$ alone changes both rates equally and leaves (\ref{result}) intact. At $q=k_0$, with the phonon energy held at 20 meV, the lower permittivity of the interlayer ($3.9$) multiplies the rates by 0.61. A static, long-wave estimate of screening at $10^{12}$ cm$^{-2}$ multiplies them by a further 0.25. This overstates the screening somewhat: the linear response of the same electron gas at $q=k_0$ and at the phonon frequency gives about 0.33. If phonons and plasmons mix into new modes, a single phonon of fixed energy no longer describes the scattering. The interlayer also makes the phonon energy rise with $q$, by roughly 6\% between $0.414k_0$ and $2.414k_0$, which is neglected here. The polar oxide is taken as infinitely thick, whereas a real stack has a thin oxide under a metal gate. For an ideal metal on 3 nm of oxide, with the phonon energy again held at 20 meV, the unscreened rates at $q=k_0$ would be multiplied by a further 0.87 and the absorption rate from $\hbar\omega$ by about 0.70. The metal also reverses the dispersion: the phonon energy then falls by about 5\% over the same range of $q$.

\paragraph{Lifetime.} The golden rule treats the electron energies as sharp. Adding the unscreened scattering rates of the initial state at $\hbar\omega$ and the final state at rest gives a width
\begin{equation}
\hbar(5.936+4.219+2.738)\ \text{ps}^{-1}=8.5\ \text{meV}.
\end{equation}
Absorption from $\hbar\omega$ also involves other $q$, so the two reduction factors above, found at $q=k_0$, apply to it only roughly. Used for all three rates, with the static value 0.25 for screening, they bring the width to 1.3 meV. Weaker screening at the phonon frequency raises it, so 1 to 2 meV is a fair estimate of the part due to this phonon alone. All other scattering in the channel broadens the same states. For a rough mobility $\mu_{\rm ch}=600$ cm$^2$/(V\,s), the time $\tau=m\mu_{\rm ch}/e=0.065$ ps gives $\hbar/\tau\approx10$ meV for one state. Counting both states, as above, gives about 20 meV, as large as the phonon energy. This is only a rough width, because the mobility time measures the loss of momentum. The jump is thus a property of the golden rule with sharp energies. In a real silicon channel at 300 K it is strongly smeared, and it is well defined only when the total width is much smaller than $\hbar\omega$.

\paragraph{Comparison with devices.} An interlayer of 3 nm resembles thick-oxide input/output transistors. Logic transistors have interlayers nearer 1 nm. With 1 nm and all else fixed, the unscreened model gives an emission rate of 21 ps$^{-1}$, or $\hbar W=13.8$ meV. The interlayer permittivity 3.9 lowers these to 16 ps$^{-1}$ and 10 meV, and the three rates then add to a width of about 20 meV. That is comparable with the phonon energy, so without screening the remote phonon alone would blur the threshold there. Densities in the on state are often well above $10^{12}$ cm$^{-2}$, which pushes the ratio below 1.92. Temperature matters too: the ideal factor is 2.53 at 250 K and 1.79 at 400 K. Other polar modes of the oxide and the interlayer are left out; they add their own absorption and their own thresholds.

\paragraph{Meaning for mobility.} The rates here count all collisions. The fraction of forward momentum lost in one collision is $1-(k'/k)\cos\theta$. It tends to 1 at the emission threshold, where $k'\to0$, so the momentum-loss rate has the same jump. A mobility would need the full energy distribution and the other scattering mechanisms, and it does not follow from the ratio alone. The numerical output lists most of the values used here.

\section*{Table of computed values}
\begin{verbatim}
phonon energy: 20.0 meV
temperature: 300 K
thermal energy kT: 25.852 meV
phonon energy / kT: 0.7736
Bose occupation N: 0.8564
factor exp(hw/kT): 2.1676
factor at 250 K: 2.530
factor at 350 K: 1.941
factor at 400 K: 1.786
in-plane mass: 0.19 m0
wave number k0: 0.3158 1/nm
permittivities Si, interlayer: 11.7, 3.9
oxide permittivity above, below mode: 6.5, 22.0
interlayer, electron depth, d: 3.0, 1.5, 4.5 nm
coupling C(k0): 844.0 meV^2 nm^2
absorption rate at E=0: 2.738 1/ps
emission rate just above threshold: 5.936 1/ps
direct sum, absorption at E=0: 2.739 1/ps
direct sum, emission 1 meV below: 5.0e-23 1/ps
direct sum, emission 1 meV above: 6.237 1/ps
direct sum, extrapolated jump: 5.937 1/ps
direct sum, jump ratio: 2.1678
direct sum, ratio for 30 and 10 meV: 2.1676
absorption rate at E=hw: 4.219 1/ps
emission/absorption, both at E=hw: 1.407
sheet density: 1.0e+12 1/cm^2
band-edge filling f(0): 0.216
filling f(hw): 0.113
ratio with Pauli blocking: 1.915
nonparabolicity: 0.5 1/eV
ratio with nonparabolic density: 2.125
silicon field: 0.50 MV/cm
interlayer field: 1.50 MV/cm
mass normal to interface: 0.92 m0
next subband, same valleys: 82.2 meV higher
lowest subband, other valleys: 76.0 meV higher
mean electron depth in well: 1.46 nm
common factor, layer thickness: 1.066
common factor, interlayer permittivity: 0.612
common factor, static screening: 0.251
step broadening, unscreened: 8.49 meV
same, last two factors applied: 1.31 meV
1 nm interlayer, emission rate: 21.0 1/ps
1 nm interlayer, hbar*rate: 13.8 meV
\end{verbatim}
